When Sound from a Cascade's Periodic Image Reaches the Source

**A ring of elastic string**

Take an elastic string closed into a ring of length L and disturb it at one point. Two pulses leave with speed c, one each way. They meet on the far side at t = L/(2c), pass through each other, and reach the starting point at t = L/c. An observer sitting there notices nothing of the ring's finite length until then.

The ring can be unrolled into an infinite string with the same disturbance repeated every distance L. The pulse that has gone round the ring is now a pulse from a neighbouring copy. It has travelled L, not L/2.

A periodic simulation cell is the three-dimensional version. A collision cascade in it has copies, or images, at L(n₁, n₂, n₃), where the n's are integers. The six nearest are at distance L.

**The estimate**

Let a silicon cell be a cube with edges along <100>. The lattice constant is a = 0.5431 nm, and each cube of edge a holds eight atoms. A cell of N atoms therefore contains N/8 such cubes, and

L³ = (N/8)a³, so L = a(N/8)^(1/3).

For N = 10⁶, N/8 = 125,000 = 50³, and L = 50 × 0.5431 nm = 27.15 nm. The longitudinal sound speed along [100] is about 8.4 km/s, which is 8.4 nm/ps. Hence

t = L/c = 27.15/8.4 ps = 3.23 ps.

The waves meet at the cell faces at half this time, 1.62 ps. That event does not yet affect the source.

Since t grows as N^(1/3), a longer undisturbed time is expensive. Solving for N gives N = 8(ct/a)³. For t = 10 ps this is 8 × (84/0.5431)³ = 2.96 × 10⁷ atoms.

**Why the nearest image arrives first**

Sound in silicon is faster in some other directions than along [100], so the estimate needs an argument that no other image overtakes. Assume small strains, linear elasticity and a point source that starts at t = 0 in a crystal at rest.

Choose a unit vector n, and let v(n) be the largest speed of a plane wave travelling along n. Follow the energy E in the half-space ahead of the moving plane n·r = v(n)t. Let V be the material velocity, T the traction on the plane (Tᵢ = σᵢⱼnⱼ, summed over j), and e the energy density, kinetic plus elastic. Energy enters through the plane at the rate −T·V per area. The plane's own advance removes v(n)e per area from the region ahead. Thus

dE/dt = ∫ [−T·V − v(n)e] dA.

To bound e, let W be the elastic energy density. It stays non-negative if a strain made from any vector b and the normal n is subtracted:

W − b·T + ½ b·A b ≥ 0.

Here A is the symmetric matrix that governs plane waves along n; its eigenvalues are ρ times the squared wave speeds. Choosing b = A⁻¹T gives W ≥ ½ T·A⁻¹T. The largest eigenvalue of A is ρv(n)², so

e ≥ ½ρ|V|² + |T|²/(2ρv(n)²) ≥ |T||V|/v(n).

The last step uses x² + y² ≥ 2xy. It follows that v(n)e ≥ |T·V| and dE/dt ≤ 0. Since E starts at zero and cannot be negative, it remains zero: the disturbance stays within n·r ≤ v(n)t for every n.

With n along [100], nothing passes the plane x = ct. Images other than the nearest six are at least √2 L = 38.4 nm away. With rough elastic constants C₁₁ = 166, C₁₂ = 64 and C₄₄ = 80 GPa and density 2.329 g/cm³, a scan over directions gives a largest speed of 9.37 km/s. These images need at least 38.4/9.37 = 4.1 ps, so they come later.

**Why the front does reach the source at L/c**

The bound excludes an earlier arrival. It remains to show that the disturbance touches the plane x = ct. Represent the hot cascade core by a pressure p that is switched on at t = 0 and then stays. Integrate the x-component of the elastic equation over y and z. All terms that are y- or z-derivatives vanish, because the disturbed region is bounded. With U = ∫∫uₓ dy dz and P = ∫∫p dy dz,

ρ ∂²U/∂t² = C₁₁ ∂²U/∂x² − ∂P/∂x.

This is the string again, with c = √(C₁₁/ρ) = 8.44 km/s. Its solution from rest is

∂U/∂x = [P(x) − ½P(x−ct) − ½P(x+ct)]/C₁₁.

The term P(x−ct) is a pulse at x = ct, so some part of the three-dimensional disturbance is there.

It lies on the axis. Suppose the touching point is (ct, y, z), and tilt the normal by a small angle β towards y. The bound becomes

ct cos β + y sin β ≤ v(β)t.

By mirror symmetry v(β) is even in β. It is also smooth near β = 0, because the longitudinal and transverse speeds differ there. Hence v(β) = c + O(β²), and the bound reduces to yβ ≤ O(β²)t. Dividing by β and letting β → 0 from above gives y ≤ 0; from below it gives y ≥ 0. So y = 0, and in the same way z = 0. The front from the nearest image reaches the source at L/c.

**The shape and size of the echo**

A real cascade has a width, so its echo has a duration. Take p = p₀ exp(−r²/2s²), and first an isotropic solid. The dilatation θ = ∇·u then obeys

ρ ∂²θ/∂t² = C₁₁∇²θ − ∇²p.

Put χ = θ − p/C₁₁. Because p is constant after t = 0, χ obeys the plain wave equation with initial value −p/C₁₁ and zero initial rate. For a spherical wave rχ satisfies the string equation and vanishes at r = 0. With h(x) = −(p₀/C₁₁) x exp(−x²/2s²), an odd function, the solution is

rχ = ½[h(r−ct) + h(r+ct)].

Far from the core, p and h(r+ct) are negligible, which leaves

θ = −(p₀/C₁₁)(r−ct) exp[−(r−ct)²/2s²]/(2r).

While ct < r this is negative, a compression. Its magnitude peaks where r−ct = s, it crosses zero at ct = r, and an expansion follows. L/c is thus the arrival of the centre of the pulse, and the leading edge comes earlier.

At the source the displacements from opposite images cancel, but their dilatations add. Six images give a peak compression

6 × s e^(−1/2)/(2L) = 3s e^(−1/2)/L

in units of p₀/C₁₁. For s = 1.5 nm this is 3 × 1.5 × 0.6065/27.15 = 0.1005.

**Comparison with a calculation that uses no images**

The same motion can be written as a sum over the sound modes of the periodic cell. For wavevector k, polarization e and frequency ω, the mode amplitude q obeys

ρ(d²q/dt² + ω²q) = −i(k·e)pₖ,

where pₖ is the Fourier coefficient of the pressure. Starting from rest, q = −i(k·e)pₖ(1 − cos ωt)/(ρω²). Multiplying by i(k·e) and summing gives the dilatation at the source:

θ(0,t) = Σ pₖ(k·e)²(1 − cos ωt)/(ρω²).

Neither an image nor an arrival time appears here. Subtracting the result for a cell of edge 2L from that for edge L, with the hot spot held fixed, isolates the nearer images.

For the isotropic solid the difference crosses zero at 3.216 ps, equal to L/c to the digits given when c = √(C₁₁/ρ) is not rounded. Its peak is 0.1005, as the formula says.

For cubic silicon the crossing is at 3.199 ps. The shift of 0.017 ps is about a tenth of the pulse time s/c = 0.18 ps. The compression peaks at 3.03 ps and first exceeds 1% of its peak at 2.58 ps. A strict criterion for "first influence" therefore gives a time about 20% shorter than L/c for this hot spot. The peak compression is 0.0488, about half the isotropic value; the expansion that follows is slightly larger, 0.057. The last digits depend on the rough elastic constants: with C₁₁ = 165.8, C₁₂ = 63.9 and C₄₄ = 79.6 GPa the peak becomes 0.0492 and the crossing 3.201 ps.

**What the atomic lattice changes**

Along [100] the atomic planes are d = a/4 apart, so L contains 200 of them. Model them as masses m joined by springs K to their neighbours. Inserting exp(iqnd − iωt) into m d²uₙ/dt² = K(uₙ₊₁ + uₙ₋₁ − 2uₙ) gives

mω² = 2K(1 − cos qd) = 4K sin²(qd/2).

With c = d√(K/m), ω = (2c/d) sin(qd/2) for 0 ≤ qd ≤ π, and the group speed is dω/dq = c cos(qd/2) ≤ c. Short waves are late. When a single plane is displaced, which excites all wavelengths, the echo in this chain peaks at 1.015 L/c. Before 0.9 L/c its influence never exceeds about 10⁻⁶ of the peak. In this model the lattice thus shifts the peak by 1.5% even for the sharpest source. Real silicon has lower short-wave frequencies than this chain. Adding springs to the second and third planes, fitted to c and to measured frequencies of about 12.3 and 15.5 THz, raises the shift to about 2% and the influence before 0.9 L/c to about 10⁻⁴ of the peak.

**A 1 keV recoil**

Suppose all the recoil energy becomes heat in the Gaussian spot. The spot's effective volume is (2π)^(3/2)s³ = 53 nm³, so the central energy density is 1000 eV/53 nm³. One atom occupies a³/8 = 0.0200 nm³ and has the classical heat capacity 3k, with k = 8.617 × 10⁻⁵ eV/K. The central temperature rise is therefore (1000/53) × 0.0200/(3k), about 1460 K. With a rough Grüneisen parameter of 0.5, the pressure is p₀ = 0.5 × 1000 eV/53 nm³ = 1.5 GPa. The strain scale p₀/C₁₁ is 0.9%, small enough for linear elasticity as an estimate.

This is a model pressure, not a prediction for a real cascade core. Starting from 300 K, the centre would reach about 1760 K, above silicon's melting point of about 1690 K, and silicon contracts when it melts. Heat also leaves the spot, so the pressure does not last. If it decayed with a time constant of 0.2 ps, the first compression of the echo would be about half as large, but the expansion behind it would shrink by only about a tenth.

For a lasting pressure, the first compression in silicon has dilatation 0.0488 × 0.0091 = 4.4 × 10⁻⁴. Multiplied by the bulk modulus, 98 GPa, it gives a pressure of 43 MPa. Times one atomic volume this is 5.4 meV, against kT = 25.9 meV at 300 K. The images at √2 L follow, with their pulse centre near 38.4/9.15 = 4.2 ps; the 4.1 ps bound is for a point source, and the finite spot again sends its compression ahead of the centre. They bring a compression near 4.0 ps and an expansion near 4.4 ps, each about three times as large as the first compression, or roughly 16 meV. The first echo is thus mechanically weak here, and L/c marks roughly when contamination sets in, with a weak leading edge somewhat earlier, and not the moment when results become useless. This comparison does not prove that a particular defect is unaffected.

**Where the estimate fails**

The estimate is for a cell of fixed size whose atoms interact only over short distances. A barostat, which rescales the whole cell, or a thermostat that responds to the average temperature of all atoms can affect the source before any sound arrives.

Fast atoms are outside the elastic argument. A 1 keV silicon recoil starts at 83 km/s and, if nothing slowed it, would cross the cell in 0.33 ps. It falls to the speed of sound at mc²/2 = 10.3 eV. The estimate requires that faster atoms stop well inside the cell. If they carry the source outwards to a radius R, sound from the image's near edge can reach the centre as early as (L−R)/c, if the atoms' own flight time is neglected. That is 0.12 ps earlier for each nanometre of R.

Heat seems to offer another early route. With a rough bulk diffusivity D = 0.8 cm²/s = 80 nm²/ps, L²/(6D) = 1.54 ps. This implies 17.7 km/s, faster than any sound wave in the model. The diffusion law has left its regime: the kinetic estimate D ≈ cℓ/3 gives a phonon free path ℓ of about 30 nm, as long as the cell. Heat carried by sound waves obeys the same speed bound as the echo.

In a simulation, c is the sound speed of the interatomic potential, not of real silicon. A potential with C₁₁ = 151 GPa in place of 166 GPa gives c = 8.06 km/s and moves L/c from 3.22 to 3.37 ps, so c should be taken from the potential in use. Heating also delays the arrival. If C₁₁ falls by roughly 10⁻⁴ of its 300 K value per kelvin and the whole path is at 1000 K, the arrival moves from 3.23 to 3.35 ps. Orientation matters too: in a cell of the same edge length along [110], where c = 9.15 km/s, the time is 27.15/9.15 = 3.0 ps.

An implanted wafer has no periodic images, so for it this arrival does not exist. It does have a surface. A cascade at depth h receives a reflection after about 2h/c, or 2.4 ps for h = 10 nm under a (100) surface. A bulk periodic cell omits that physical echo and supplies an artificial one. Absorbing layers at the cell faces can weaken the artificial echo, by an amount that depends on their design and is not estimated here. The numerical output below lists the main values used.

Computed results

```
Lattice constant: 0.5431 nm
Atoms in cell: 1000000; per cube: 8
Cell edge L: 27.15 nm
Given sound speed c: 8.4 km/s
Waves meet at cell faces, L/(2c): 1.62 ps
Image sound reaches source, L/c: 3.23 ps
Atoms needed for L/c = 10 ps: 2.96e+07
Rough C11, C12, C44: 166, 64, 80 GPa
Density from lattice and mass: 2.329 g/cm^3
[100] speed: 8.44 km/s; image arrival: 3.22 ps
[110] speed: 9.15 km/s; image arrival: 4.20 ps
[111] speed: 9.37 km/s; image arrival: 5.02 ps
Largest sound speed, all directions: 9.37 km/s
Hot-spot width s: 1.5 nm; s/c: 0.18 ps
Isotropic zero crossing, mode sum: 3.216 ps
Elastic L/c for comparison: 3.216 ps
Isotropic echo peak, mode sum: 0.1005 of p0/C11
Isotropic echo peak, formula: 0.1005 of p0/C11
Silicon echo reaches 1% of peak: 2.58 ps
Silicon echo peak compression: 3.03 ps
Silicon echo zero crossing: 3.199 ps
Silicon echo peak: 0.0488 of p0/C11
Planes in chain: 200
Chain echo peak time: 1.015 L/c
Chain precursor before 0.9 L/c: 1.1e-06 of peak
Recoil energy: 1000 eV
Rough Grueneisen parameter: 0.5
Hot-spot central temperature rise: 1457 K
Hot-spot pressure p0: 1.51 GPa
Strain scale p0/C11: 0.91 %
Bulk modulus: 98 GPa
Echo pressure at source: 43 MPa
Echo pressure times atomic volume: 5.4 meV
kT at 300 K: 25.9 meV
Mean heating of whole cell: 3.87 K
Initial recoil speed: 82.9 km/s
Unslowed recoil would cross L in: 0.33 ps
Si atom moves at sound speed at: 10.3 eV
Rough bulk heat diffusivity: 0.8 cm^2/s
Diffusion estimate L^2/(6D): 1.54 ps
Speed implied by diffusion: 17.7 km/s
Rough softening of C11: 1.0e-04 per K
L/c with softening at 1000 K: 3.35 ps
```
